Why self-consistent second-order theory loses the Hubbard bands of the atom

**Question.** Iterated perturbation theory (IPT) takes the second-order self-energy diagram, evaluates it with a bare propagator, and finds the Hubbard bands of a half-filled correlated site. The self-consistent version evaluates the same diagram with the full propagator G, which already contains interaction effects. Why does this apparent improvement remove the bands?

**The atom and the two theories**

The question is answered here in its simplest setting, a single site without hybridization, where the Hubbard bands shrink to two sharp levels. At half filling the Hamiltonian, with the chemical potential included, is

H = U n↑n↓ − (U/2)(n↑ + n↓).

The empty and doubly occupied states have energy 0, and the two singly occupied states have energy −U/2. The only energies in the problem are U and the temperature T = 1/β, so energies are given in units of U, with ħ = k_B = 1.

For 0 < τ < β the propagator of one spin is G(τ) = −⟨d(τ)d†(0)⟩, and G(−τ) = −G(β−τ). Its transform is G(iω) = ∫₀^β dτ e^{iωτ}G(τ), with ω an odd multiple of πT. The mean occupation ½ of the other spin produces a Hartree shift U/2, which cancels the −U/2 in H. The bare propagator, with this shift included, is therefore G₀ = 1/(iω). Below, Σ denotes the self-energy beyond Hartree, so that G = 1/(iω − Σ).

An electron of one spin feels the fluctuating potential U δn, where δn = n − ½ belongs to the other spin. To second order, scattering from this potential gives

Σ(τ) = U² g(τ) ⟨δn(τ)δn(0)⟩,

where g is the propagator used for the internal lines. If the density correlation is factorized into two propagators, then for τ > 0

⟨δn(τ)δn(0)⟩ → ⟨d†(τ)d(0)⟩⟨d(τ)d†(0)⟩ = g(−τ)[−g(τ)],

and the diagram becomes

Σ(τ) = −U² g(τ)² g(−τ).

Bare IPT sets g = G₀. The self-consistent theory sets g = G and solves for G and Σ together. Throughout, both spins are given the same propagator and the occupation ½, as in the exact atom, so only spin-symmetric solutions are considered.

**The mechanism: a memory that must not decay**

In the isolated atom the occupation of the other spin is conserved. The potential U δn is static and equals +U/2 or −U/2 with equal probability. The exact propagator is the average over these two cases:

G = ½[1/(iω − U/2) + 1/(iω + U/2)] = iω/[(iω)² − U²/4].

Dividing numerator and denominator by iω gives G = 1/[iω − U²/(4iω)], and hence

Σ = U²/(4iω).

The pole at zero energy is what separates the two levels: where Σ diverges, G vanishes. In time, the pole expresses a memory that never fades, because ⟨δn(τ)δn(0)⟩ = ¼ for every τ.

The bare diagram reproduces this memory. A level at zero energy is half filled, so G₀(τ) = −½ and G₀(−τ) = +½ for 0 < τ < β. Then

Σ(τ) = −U² · ¼ · ½ = −U²/8 = (U²/4)G₀(τ),

whose transform is U²/(4iω). Bare IPT is thus exact for this atom at every temperature.

With dressed lines, the factorized correlation −G(τ)G(−τ) takes the place of the constant ¼. Each line now has spectral weight away from zero energy. For a symmetric spectral function A(e), −G(τ) = ∫de A(e) cosh[e(τ − β/2)]/[2 cosh(βe/2)], which falls below ½ inside the interval, so the product decays toward the middle. Sharp levels at ±U/2 are enough to cause this decay; no damping is required. The theory treats a conserved occupation as if it relaxed. This is not the only damage: the remaining line matters as well. Even if the constant ¼ were kept and only that line dressed, Σ = (U²/4)G inserted in G = 1/(z − Σ) would give (U²/4)G² − zG + 1 = 0, or G = 2[z − √(z² − U²)]/U², a single semicircular band for |ω| < U with no pole in Σ. What remains is to show that dressing the lines destroys the pole completely and does not merely reduce its weight.

**The formula: what a pole in Σ requires**

Let g have the spectral function A(e), which is non-negative and normalized to one, so that g(iω) = ∫de A(e)/(iω − e). With the Fermi function f(e) = 1/(e^{βe} + 1),

g(τ) = −∫de A(e)[1 − f(e)]e^{−eτ},  g(−τ) = ∫de A(e)f(e)e^{eτ}.

The first form is confirmed by transforming it. Since e^{iωβ} = −1, the time integral of −e^{(iω−e)τ} is (1 + e^{−βe})/(iω − e), and 1 − f = 1/(1 + e^{−βe}) removes the numerator. The second form follows from g(−τ) = −g(β−τ) and (1 − f)e^{−βe} = f.

Insert both into the diagram and write E = e₁ + e₂ − e₃:

Σ(τ) = −U² ∫∫∫ A₁A₂A₃ (1−f₁)(1−f₂)f₃ e^{−Eτ}.

The time integral again gives (1 + e^{−βE})/(iω − E). The exponential converts every 1 − f into f and the reverse, so

Σ(iω) = U² ∫∫∫ A₁A₂A₃ P/(iω − E),
P = (1−f₁)(1−f₂)f₃ + f₁f₂(1−f₃).

Every contribution to the spectrum of Σ is non-negative. Suppose now that g contains a sharp level of weight Z at energy e. Choosing e₁ = e₂ = e₃ = e gives E = e and

P = (1−f)²f + f²(1−f) = f(1−f).

The self-energy therefore has a pole at the same energy e, with residue c obeying

c ≥ U²Z³ f(e)[1 − f(e)].

This is a lower bound because other combinations of levels may also add up to e. For the bare line Z = 1, e = 0 and f = ½, and no other combination exists, so c = U²/4. The Mott pole of IPT comes from an undamped zero-energy level in each of the three internal lines.

**Why self-consistency excludes the pole**

Consider any causal, spin-symmetric self-consistent solution at T > 0, meaning one with a spectral function as above and with G(z) = 1/[z − Σ(z)] throughout the upper half-plane. The weight of a sharp level of G at e is

Z = lim iη G(e + iη) for η → 0⁺,

because iη/(e + iη − x) tends to 1 at x = e and to 0 elsewhere, while its modulus never exceeds 1. The residue c of Σ is obtained in the same way from iηΣ(e + iη).

Assume Z > 0. At finite e and T > 0 the factor f(1−f) is positive, so the bound gives c > 0. Multiplying numerator and denominator of G by iη,

iη G(e + iη) = (iη)²/[iη(e + iη) − iηΣ(e + iη)] → 0/(−c) = 0.

This contradicts Z > 0. A dressed G that solves the equations has no sharp level at any energy.

It follows that Σ has no pole either. A pole at E would need a finite weight on the set e₁ + e₂ − e₃ = E. For given e₂ and e₃ this fixes e₁ to a single point, and a single point carries no weight when A has no sharp level. Integrating over e₂ and e₃ leaves zero. In particular, the term U²/(4iω) cannot survive with any coefficient.

The two requirements exclude each other: a pole of Σ needs sharp levels in the internal lines, and a sharp level in those lines produces a pole that removes the same level from G. Bare IPT escapes the conflict because its internal lines are never updated.

The argument has limits. It forbids sharp levels, but it does not say where the weight goes; two broad peaks would still be allowed, and only the numerical solution decides that. Nor does it treat the lattice problem, where the bare line contains a hybridization; that case is not examined here. It also assumes spin symmetry. If the Hartree shift is allowed to follow unequal occupations, the self-consistent equations have a second solution at T = 0.1U, with occupations 0.988 and 0.012, whose spin-averaged spectrum peaks near ±0.43U and is almost empty at zero. That solution imitates the two levels by a frozen moment, which the exact atom does not have.

**One dressing in closed form**

The loss of the pole can be followed by hand. Put the exact atomic G, with levels ±U/2 of weight ½, into the diagram. Each of the eight combinations of levels has weight 1/8. Let f = f(U/2), so that f(−U/2) = 1 − f.

Three combinations give E = +U/2. For (+,+,+) the factor is P = f(1−f). For (+,−,−) and (−,+,−) it is

P = (1−f)f(1−f) + f(1−f)f = f(1−f).

Their sum is w = 3f(1−f). One combination, (+,+,−), gives E = +3U/2 with

P = (1−f)³ + f³ = 1 − 3f(1−f) = 1 − w.

The other four are the mirror images. No combination gives E = 0, since the sum of three terms ±U/2 cannot vanish. Adding each pole to its mirror image,

Σ(z) = (U²/4) z [w/(z² − U²/4) + (1−w)/(z² − 9U²/4)].

The self-energy is now linear at small z instead of divergent:

Σ(z) ≈ −z[w + (1−w)/9].

Hence G ≈ Z/z, with

Z = 1/[1 + w + (1−w)/9] = 9/(10 + 8w).

A single dressing, starting from the exact answer, places a level in the middle of the gap. At T = 0.1U one has f = 0.006693 and w = 0.01994, so Z = 9/10.1596 = 0.886. As T → 0, w vanishes and Z → 0.9. The remaining tenth sits at the outer zeros of z − Σ(z), where z² − 9U²/4 = U²/4, or z = ±√(5/2) U = ±1.58U.

If this G is used in the diagram once more, its central level restores a pole of Σ at zero. At T = 0.1U the bound on the residue is U²Z³/4 = 0.173798U², and the full sum gives 0.173800U². That pole again removes the central level from the next G. These passes are not self-consistent solutions; they show the conflict described above being played out in turn. The self-consistent results below were obtained by mixing old and new propagators until they agreed.

**The diagrams that are missing**

Dressing the lines adds real physical processes, so something else must have been left out. Its lowest-order part can be found from the exact atom. Particle-hole symmetry gives G(β−τ) = G(τ), hence G(−τ) = −G(τ) for 0 < τ < β, and the dressed diagram becomes

Σ(τ) = U²G(τ)³.

The exact propagator in time is

G(τ) = −cosh[U(τ − β/2)/2] / [2 cosh(βU/4)].

Using cosh x ≈ 1 + x²/2 in numerator and denominator, the correction of order U² is U²[(τ−β/2)²/8 − β²/32] = −U²τ(β−τ)/8. Therefore

G(τ) ≈ −½[1 − U²τ(β−τ)/8].

The self-consistent G agrees with this through order U², because both self-energies begin with −U²/8. Cubing gives

Σ(τ) ≈ −U²/8 + 3U⁴τ(β−τ)/64.

The exact self-energy is −U²/8 with no fourth-order term. In the expansion in dressed lines, the remaining fourth-order diagrams must therefore contribute −3U⁴τ(β−τ)/64. These are the diagrams that cannot be produced by inserting self-energies into the lines of the second-order one. They are vertex corrections in the broad sense, corrections to the full two-particle scattering vertex, and they include the chain of three density bubbles that GW-type schemes count as screening. Bare IPT omits both members of the cancelling pair. The self-consistent theory keeps one and omits the other.

At τ = β/2 the uncancelled term is 3U⁴β²/256. For βU = 0.3 this is 1.055 × 10⁻³ U², while the self-consistent solution gives 1.042 × 10⁻³ U², about 1.2% below the formula.

**The numbers: one peak instead of two levels**

At T = 0.1U the lowest Matsubara frequency is ω₀ = πT = 0.314U. The exact atom and bare IPT both give

Im Σ(iω₀) = −U²/(4ω₀) = −0.796U.

The self-consistent value is −0.195U, about a quarter of that. The factorized density correlation shows the false relaxation directly. In the middle of the imaginary-time interval −G(β/2) = 0.279, so −G(τ)G(−τ) = G(β/2)² = 0.078, where the conserved occupation requires 0.25.

On the real axis the self-consistent spectrum has its maximum at ω = 0 and falls steadily from there up to 1.5U, the range that was tested. There is no separate peak at U/2. The damping at zero energy is finite, −Im Σ(0) = 0.1905U. Since Re Σ(0) = 0 by symmetry, the height of the peak is

A(0) = 1/(π × 0.1905U) = 1.67/U.

At the position of the lost level, A(U/2) = 0.29/U. The window |ω| < U/4, which is empty in the exact atom, holds 55% of the weight.

The opposite limit gives the same picture. At infinite temperature the spectrum is again a single peak at zero over the tested range, with A(0) = 0.85/U and about two fifths of the weight in the same window. The printed window weights are sums over grid points that cover |ω| < 0.247U, so they fall short by a few thousandths.

**What the moments keep and what they lose**

The dressed theory does get the overall width right. Write m₂ and m₄ for the second and fourth moments of A. The odd moments vanish by symmetry. If Σ(z) = M₀/z + M₂/z³ + … at large z, expanding G = 1/(z − Σ) gives

G = 1/z + M₀/z³ + (M₀² + M₂)/z⁵ + …,

so m₂ = M₀ and m₄ = M₀² + M₂. At half filling ∫A f = ∫A(1−f) = ½, and the two terms of P give M₀ = U²(⅛ + ⅛) = U²/4. This holds for bare and dressed lines at any temperature.

The difference appears in M₂. The exact Σ is a single pole at zero, so M₂ = 0 and m₄ = U⁴/16. In the dressed theory at infinite temperature f = ½ and P = ¼ everywhere. The three energies are then independent, each with mean zero and variance m₂, and

M₂ = (U²/4)⟨(e₁ + e₂ − e₃)²⟩ = (U²/4)(3U²/4) = 3U⁴/16.

This gives m₄ = U⁴/16 + 3U⁴/16 = U⁴/4, and the numerical solution reproduces it.

The ratio m₄/m₂² measures the shape. Because m₄ − m₂² is the variance of ω², the ratio is at least 1, and it equals 1 when all weight lies at one value of |ω|, as for the levels ±U/2. The dressed theory gives 4 at infinite temperature and 0.3961/0.0625 = 6.3 at T = 0.1U. It has the correct variance, made up of a central peak and tails instead of two levels.

**What replaces 1/(iω) at low temperature**

For T ≪ |ω| ≪ U, assume that |Σ| is much larger than |ω|. The Dyson equation then reduces to G(iω)Σ(iω) = −1, to be solved with Σ(τ) = U²G(τ)³. Try G(τ) ∝ |τ|^{−a}. Then G(iω) ∝ |ω|^{a−1} and Σ(iω) ∝ |ω|^{3a−1}, and a constant product requires a = ½. So let

G(τ) = −b sgn(τ)/|τ|^{1/2},  Σ(τ) = −U²b³ sgn(τ)/|τ|^{3/2}.

For ω > 0 the integral over positive times of τ^{−1/2} sin ωτ is √(π/2ω), and that of τ^{−3/2} sin ωτ is √(2πω), by one integration by parts. Both functions are odd in τ, which supplies a factor 2i:

G(iω) = −ib√(2π/ω),  Σ(iω) = −2iU²b³√(2πω).

Their product is −4πU²b⁴, so b = (4πU²)^{−1/4}. The divergent 1/(iω) has been replaced by a self-energy that vanishes as √ω. It still exceeds ω when ω ≪ U, as assumed.

To reach finite T, note that without the iω term the equations keep their form under a change of time variable τ → h(τ), provided G is multiplied by [h′(τ)h′(τ′)]^{1/4} and Σ by the cube of that factor. In the time integral of GΣ the powers ¼ and ¾ at the intermediate time combine to h′, which is the required Jacobian. The choice h = tan(πτ/β) maps the interval of length β onto the whole line, and tan x − tan y = sin(x−y)/(cos x cos y) gives

G(τ) = −b[π/(β sin(πτ/β))]^{1/2},  0 < τ < β.

At the midpoint, −G(β/2)√(βU) = √π(4π)^{−1/4} = 0.9414. The full numerical solution gives 0.9311 at βU = 50 and 0.9408 at βU = 800, which supports the assumed form.

The same expression gives |G(iω₀)| ∝ √β, so 1/|G(iω₀)| ∝ √T. The computed exponent between βU = 400 and 800 is 0.503. Since G and Σ are both imaginary here, |Σ(iω₀)| = 1/|G(iω₀)| − ω₀. The subtraction of ω₀ = πT is a relative correction of order √(T/U), so Σ reaches its limiting law slowly.

This provides a direct test for the pole. If Σ = U²/(4iω), the quantity ω₀|Σ(iω₀)|/(U²/4) equals 1 at every temperature. In the dressed theory it should vanish as T^{3/2}. It is 0.035 at βU = 50 and 0.0007 at βU = 800, and its exponent between neighbouring temperatures rises from 1.35 to 1.45 on the way. Cooling, which ought to leave the Mott pole untouched, takes the spin-symmetric self-consistent solution steadily further from it. On the cold side of this range the symmetry has to be imposed: at βU = 100 the symmetric solution is already unstable to spin polarization if the Hartree shift is left free. The check's output below contains the intermediate values.

Computed values

```
Energies in units of U; atom at T = 0.10 U
lowest Matsubara frequency w0 = 0.31416 U
Im Sigma(i w0), exact atom    = -0.795775 U
Im Sigma(i w0), bare IPT      = -0.795775 U
Pass 1 (bare lines): Sigma residue at 0 = 0.250000 U^2
  levels of G: -0.5000 and 0.5000 U, weights 0.500 and 0.500
Pass 2 (lines dressed once): Sigma residue at 0 = 0.000000 U^2
  Sigma pole at -1.500 U, residue 0.122507 U^2
  Sigma pole at -0.500 U, residue 0.002493 U^2
  Sigma pole at +0.500 U, residue 0.002493 U^2
  Sigma pole at +1.500 U, residue 0.122507 U^2
  f(U/2) = 0.006693, w = 0.019944
  weight of the zero-energy level of G = 0.88587
  same weight at T = 0.005 U           = 0.90000
  outermost level of G at T = 0.005 U  = 1.58114 U
Pass 3: Sigma residue at 0 = 0.173800 U^2, lower bound 0.173798 U^2
Self-consistent, T = 0.1 U:
  peak at 0.0000 U, A(0) = 1.6713 /U, A(U/2) = 0.2940 /U
  weight in |w| < U/4 = 0.5514 (exact atom: 0)
  -Im Sigma(w=0) = 0.1905 U, finite
  second moment = 0.2500 U^2, fourth moment = 0.3961 U^4
Self-consistent, T = infinity:
  peak at 0.0000 U, A(0) = 0.8497 /U, A(U/2) = 0.4668 /U
  weight in |w| < U/4 = 0.4024 (exact atom: 0)
  -Im Sigma(w=0) = 0.3746 U, finite
  second moment = 0.2500 U^2, fourth moment = 0.2500 U^4
  m4/m2^2 = 4.000
Exact atom: second moment 0.2500 U^2, fourth 0.0625 U^4, ratio 1.000
-G(beta/2) at T = 0.1 U: real axis 0.27919, Matsubara 0.27919
Im Sigma(i w0), self-consistent = -0.195182 U
beta U = 0.3: Sigma(beta/2) + U^2/8 = 1.0420e-03 U^2
  fourth-order formula             = 1.0547e-03 U^2
Low-T limit of -G(beta/2) sqrt(beta U) = 0.94140
  beta U =  50: 0.93110; w0|Sigma(i w0)|/(U^2/4) = 0.03528
  beta U = 100: 0.93633; w0|Sigma(i w0)|/(U^2/4) = 0.01383
  beta U = 200: 0.93888; w0|Sigma(i w0)|/(U^2/4) = 0.00525
  beta U = 400: 0.94015; w0|Sigma(i w0)|/(U^2/4) = 0.00195
  beta U = 800: 0.94077; w0|Sigma(i w0)|/(U^2/4) = 0.00071
Powers of T between neighbouring temperatures, hot to cold:
  w0|Sigma(i w0)|: 1.351, 1.398, 1.429, 1.451
  1/|G(i w0)|:     0.522, 0.511, 0.506, 0.503
```
